\section*{Bales–Zangwill meandering of growing steps fed from the lower terrace, part 2}

A simulation cell of length $L$ along the steps admits only ripples with $q=2\pi m/L$, $m$ an integer. To choose $L$, one needs the growth rate of a ripple on a growing train of steps.

The surface descends towards $+y$, and the mean steps run along $x$ with spacing $l$. Step $n$ lies at $y=\zeta_n(x,t)$, with its lower terrace on the side of larger $y$. The flux $F$ counts atoms per area and time, and $\Omega$ is the area per atom. Adatoms have density $c$ per area ($c_0(y)$ between straight steps, with $y=0$ at the upper end of the terrace) and diffusion coefficient $D$. Each step holds the density on its lower terrace at local equilibrium and reflects adatoms from its upper terrace. Desorption, nucleation and motion along the edge are left out. The steps advance at $v=\Omega Fl$, and the density follows them if
\begin{equation}
\frac{\Omega F l^2}{D}=\frac{vl}{D}\ll 1 .
\label{eq:quasi}
\end{equation}

A bent step with stiffness $\tilde\gamma$ has the energy per added atom
\begin{equation}
\mu=\Omega\tilde\gamma\kappa,\qquad
\kappa=-\frac{\partial^2\zeta/\partial x^2}{\left[1+(\partial\zeta/\partial x)^2\right]^{3/2}} .
\label{eq:mu}
\end{equation}
With $c_{\rm eq}$ the density at a straight step and $kT$ the thermal energy,
\begin{equation}
c=c_{\rm eq}(1+\Gamma\kappa)\quad\text{at } y=\zeta_n,\qquad
\Gamma=\frac{\Omega\tilde\gamma}{kT},\qquad |\Gamma\kappa|\ll1 .
\label{eq:gt}
\end{equation}

A small ripple $\propto e^{iqx+in\phi+\omega t}$, shifted by the phase $\phi$ from step to step, has
\begin{equation}
\omega=\Omega F\left[ql\tanh ql-1+\frac{e^{i\phi}}{\cosh ql}\right]
-\Omega Dc_{\rm eq}\Gamma\,q^3\tanh ql .
\label{eq:disp}
\end{equation}
Growth is fastest for $\phi=0$, when all steps bend in parallel. For this case, with
\begin{equation}
x=ql,\qquad S=\frac{Dc_{\rm eq}\Gamma}{Fl^3},
\label{eq:S}
\end{equation}
the relation becomes
\begin{equation}
\frac{\omega}{\Omega F}=g(x)-S\,x^3\tanh x,\qquad
g(x)=x\tanh x+\frac{1}{\cosh x}-1 .
\label{eq:scaled}
\end{equation}
Here $x$ is the scaled wavenumber; in derivatives such as $\partial_x\zeta$ it remains the coordinate.

\subsection{Instability at any flux}

The drive $g$ vanishes at $x=0$, and its derivative is
\begin{equation}
g'(x)=\tanh x\left(1-\frac{1}{\cosh x}\right)+\frac{x}{\cosh^2x}>0\qquad(x>0).
\label{eq:gprime}
\end{equation}
Hence $g>0$ for all $x>0$: without stiffness every wavelength would grow. For small $x$, the series $x\tanh x=x^2-x^4/3+\dots$ and $1/\cosh x=1-x^2/2+5x^4/24-\dots$ give
\begin{equation}
g(x)=\frac{x^2}{2}-\frac{x^4}{8}+\dots
\label{eq:gseries}
\end{equation}
The stiffness term starts as $-Sx^4$. At small enough $x$ the quadratic term wins for every $S$. Within this model there is thus no threshold: any $F>0$ makes long ripples grow.

An upper bound on the unstable range is also available. Since $\tanh x\le x$ and $\cosh x\ge1$, \eqref{eq:gprime} gives $g'\le x(1-1/\cosh x+1/\cosh^2x)\le x$, so $g\le x^2/2$. A ripple therefore decays whenever
\begin{equation}
x\tanh x>\frac{1}{2S}.
\label{eq:bound}
\end{equation}

\subsection{The selected wavelength}

For long waves the two leading terms of \eqref{eq:scaled} give
\begin{equation}
\omega\approx\tfrac12\Omega Fl^2q^2-\Omega Dc_{\rm eq}\Gamma l\,q^4 .
\label{eq:long}
\end{equation}
Setting the derivative with respect to $q^2$ to zero gives the fastest ripple:
\begin{equation}
q_m^2=\frac{Fl}{4Dc_{\rm eq}\Gamma},\qquad
\lambda_m=\frac{2\pi}{q_m}=4\pi\sqrt{\frac{Dc_{\rm eq}\Gamma}{Fl}},\qquad
\omega_m=\frac{\Omega F^2l^3}{16\,Dc_{\rm eq}\Gamma}.
\label{eq:lambda}
\end{equation}
At this maximum the stiffness cancels half of the drive. The rate \eqref{eq:long} vanishes at $q_c=\sqrt2\,q_m$, so the shortest growing wavelength is $\lambda_m/\sqrt2$.

The quality of \eqref{eq:lambda} depends on $S$. In scaled form $q_ml=1/(2\sqrt S)$, so $x^2$ is of order $1/S$ near the maximum. The next terms are $-x^4/8$ from \eqref{eq:gseries} and $+Sx^6/3$ from $\tanh x=x-x^3/3+\dots$. Both are of order $1/S^2$, while the leading terms are of order $1/S$. With $u=x^2$ the condition for the maximum becomes
\begin{equation}
1-4Su-\frac u2+2Su^2=0 .
\label{eq:corr}
\end{equation}
At $u=1/(4S)$ the last two terms are $-1/(8S)$ and $+1/(8S)$. They cancel, and the wavelength in \eqref{eq:lambda} has no correction of relative order $1/S$. The growth rate has one. At $u=1/(4S)$ the two extra terms add $-1/(128S^2)+1/(192S^2)=-1/(384S^2)$ to the leading value $1/(16S)$, a relative change of $-1/(24S)$.

\subsection{Why the side of capture matters}

The drive can be traced to a current of adatoms. Suppose now that a step captures from both terraces at finite rates. Let $d_-$ and $d_+$ be the attachment lengths, $D$ divided by the rate constant, for capture from the lower and the upper terrace. A long length means weak capture. On a terrace between straight steps, let $j_-$ and $j_+$ be the numbers of atoms per length and time that enter the step behind and the step ahead. Then $j_-+j_+=Fl$, and $Dc_0'(y)=j_--Fy$. The attachment laws are
\begin{equation}
c_0(0)-c_{\rm eq}=\frac{d_-j_-}{D},\qquad c_0(l)-c_{\rm eq}=\frac{d_+j_+}{D}.
\label{eq:attach}
\end{equation}
Their difference equals $\int_0^lc_0'\,dy$, so $d_+j_+-d_-j_-=j_-l-Fl^2/2$. Replacing $j_+$ by $Fl-j_-$ yields
\begin{equation}
j_-=Fl\,\frac{d_++l/2}{l+d_-+d_+}.
\label{eq:jminus}
\end{equation}
The terrace average of the current towards smaller $y$, which is uphill, is $J=j_--Fl/2$, or
\begin{equation}
J=\frac{Fl}{2}\,\frac{d_+-d_-}{l+d_-+d_+}.
\label{eq:current}
\end{equation}

If all steps are gently bent in parallel, the uphill direction is $(\partial_x\zeta,-1)$ to first order, and the current gains the component $J_x=J\,\partial_x\zeta$ along $x$. A displacement of all steps by $\delta\zeta$ stores $\delta\zeta/(\Omega l)$ atoms per area. Conservation of atoms then gives
\begin{equation}
\frac{1}{\Omega l}\frac{\partial\zeta}{\partial t}=F-\frac{\partial J_x}{\partial x}
\quad\Rightarrow\quad
\omega=\Omega l\,J\,q^2=\tfrac12\Omega Fl^2q^2\,\frac{d_+-d_-}{l+d_-+d_+}.
\label{eq:factor}
\end{equation}
For $d_-=0$ and $d_+\to\infty$ this is the first term of \eqref{eq:long}, reached by a separate route. An uphill current bends towards the places where the step has advanced and feeds them. Equal attachment lengths give no long-wave drive, and preferred capture from the upper terrace makes long in-phase ripples decay. The train is not stable in that case, however. With capture from the upper terrace alone, straight steps obey $d\zeta_n/dt=\Omega F(\zeta_n-\zeta_{n-1})$, so $\omega=\Omega F(1-e^{-i\phi})$ has the positive real part $\Omega F(1-\cos\phi)$, and the steps bunch.

The same dependence appears away from the long-wave limit. The boundary problem was solved numerically between bent steps, without linearization, at $ql=0.8$ and without stiffness. The scaled rate $\omega/(\Omega F)$ was $0.2789$ for capture from the lower terrace alone and $-0.2789$ for capture from the upper terrace alone. With fast capture from both sides it was zero to within $10^{-10}$.

\subsection{Atoms that move along the edge}

Stiffness also drives atoms along the step. Let $D_e$ and $c_e$ be the diffusion coefficient and the density per length of edge atoms, and let $P=D_ec_e$. The gradient of \eqref{eq:mu} drives the edge current $-(P/kT)\,\partial_x\mu=-P\Gamma\,\partial_x\kappa$. Its convergence advances the step by
\begin{equation}
\left.\frac{\partial\zeta}{\partial t}\right|_{\rm edge}=\Omega P\Gamma\,\frac{\partial^2\kappa}{\partial x^2}
=-\Omega P\Gamma\,\frac{\partial^4\zeta}{\partial x^4},
\label{eq:edge}
\end{equation}
which adds $-\Omega P\Gamma q^4$ to $\omega$. Relative to the stiffness term of \eqref{eq:long}, its size is $R=P/(Dc_{\rm eq}l)$. Edge diffusion therefore stretches the long-wave $\lambda_m$ by the factor $\sqrt{1+R}$ and divides $\omega_m$ by $1+R$.

\subsection{Worked example}

The parameters are round numbers, meant to give the order of magnitude for fully kinked steps on Cu(111) at $400$~K, where $kT=0.03447$~eV. The spacing $l=5$~nm corresponds to a miscut of about $2.4^\circ$, and the deposition rate is $\Omega F=0.01$ monolayer/s. The atomic spacing $a=0.256$~nm gives $\Omega=0.05676$~nm$^2$ and $F=0.1762$~nm$^{-2}$s$^{-1}$. With an attempt frequency of $10^{12}$~s$^{-1}$, a diffusion barrier of $0.05$~eV and an adatom formation energy of $0.75$~eV,
\begin{align}
D&=a^2\,(10^{12}\ {\rm s^{-1}})\,e^{-0.05/0.03447}=1.536\times10^{10}\ {\rm nm^2/s},\nonumber\\
c_{\rm eq}&=\frac{e^{-0.75/0.03447}}{\Omega}=6.258\times10^{-9}\ {\rm nm^{-2}},
\end{align}
so that $Dc_{\rm eq}=96.14$~s$^{-1}$. A stiffness of $0.2$~eV/nm gives $\Gamma=0.3293$~nm. From \eqref{eq:lambda},
\begin{equation}
\lambda_m=4\pi\sqrt{\frac{96.14\times0.3293}{0.1762\times5}}\ {\rm nm}=75.3\ {\rm nm},\qquad
\frac1{\omega_m}=\frac{16S}{\Omega F}=\frac{16\times1.438}{0.01\ {\rm s^{-1}}}=2300\ {\rm s}.
\end{equation}

The full relation \eqref{eq:scaled} also puts the maximum at $75.3$~nm, with a growth time of $2365$~s. The agreement in wavelength reflects the cancellation in \eqref{eq:corr}. The time is longer by $2.8\%$, close to the predicted $1/(24S)=2.9\%$. At the maximum, in units of $10^{-3}$~s$^{-1}$, the terms of \eqref{eq:disp} are
\begin{equation}
1.646-10+9.189-0.412=0.423 .
\end{equation}
The numerical solution between bent steps gives the same rate, $4.229\times10^{-4}$~s$^{-1}$. The second and third terms largely cancel, because parallel bending keeps the terrace width along $y$ unchanged. Their remainder, $-0.811$, still takes away about half of the first term.

The amplitude grows by a factor $e$ during $24$ monolayers and tenfold during $54$. The cutoff lies at $52.5$~nm. A cell of length $45$~nm has $x\ge2\pi\times5/45=0.698$ for all its ripples, hence $x\tanh x\ge0.42$, which exceeds $1/(2S)=0.35$. By \eqref{eq:bound} every ripple decays, and the cell yields steps that stay straight, apart from thermal fluctuations, on an unstable surface. A cell of $300$~nm holds four waves close to the fastest one, but the run must still deposit tens of layers.

\subsection{The example beside real copper}

One-sided capture is an idealization. With an extra barrier of $0.2$~eV for descent, $d_+=a\,e^{0.2/0.03447}=85$~nm, and with $d_-=a$ the factor in \eqref{eq:factor} is $0.94$. The numerical solution with these lengths puts the fastest ripple at $78$~nm and its growth time at about $2700$~s, all else held fixed. Kinks may make descent easier, and the result is sensitive to this barrier. With $0.10$~eV the drive factor falls to $0.44$, the wavelength is $113$~nm and the growth time about $1.2\times10^4$~s. With $0.05$~eV the wavelength is $207$~nm and the growth time about $1.3\times10^5$~s.

The other energies matter too. With the remaining inputs of the one-sided model fixed, a formation energy of $0.70$~eV gives $156$~nm, and $0.80$~eV gives $36$~nm. The stiffness, here a round number that may be low by a factor of two or so, enters \eqref{eq:lambda} through its square root: doubling it lengthens the wavelength by a factor of $1.4$. Edge diffusion can matter as much as the formation energy. If the total energy for creating and moving an edge atom is $0.75$~eV, then $R=0.19$ and the wavelength becomes $83$~nm. With $0.65$~eV, $R=3.4$, the wavelength is $160$~nm and the growth time about $10^4$~s. Each of these changes in the formation energy or the edge energy shifts the wavelength by a factor of up to about two. A low descent barrier can shift it further, and errors in several energies can add up, so the example gives an order of magnitude and no prediction for a particular surface.

Barriers at kinks can drive a further current along the edge. An atom that reaches a fully kinked edge travels about one spacing $a$ before it is bound, so this current is at most of order $Fla\,\partial_x\zeta$. The terrace current, summed over the width $l$, is $\tfrac12Fl^2\,\partial_x\zeta$ for one-sided capture. The ratio $2a/l$ is then about $0.1$. A finite descent barrier reduces the terrace current by the factor in \eqref{eq:factor}, which raises the ratio to about $0.2$ for $0.10$~eV and $0.8$ for $0.05$~eV, where the kink current can no longer be treated as small. This is an order of magnitude, and longer runs between kinks would raise it; a nearly straight close-packed step may for that reason lie outside the model.

Nucleation, desorption and the delay of the adatom density are negligible here. The largest relative excess of the density, $Fl^2/(2Dc_{\rm eq})$, is $0.023$. By \eqref{eq:gt} a round island with the same stiffness would need a radius of $r=\Gamma/0.023\approx14$~nm to survive, more than the terrace width. If its line energy does not depend on direction, and so equals $\tilde\gamma$, the barrier to forming it is $\pi r\tilde\gamma\approx9$~eV, far above $kT$. For a desorption energy of $3$~eV the diffusion length before desorption exceeds any crystal size, and the ratio in \eqref{eq:quasi} is about $10^{-11}$. Elastic repulsion between steps has not been estimated.

The theory is linear. It describes the ripple while its amplitude is small compared with both $l$ and $1/q$, and it does not give the later shape. Within that range, the cell length should be several times $\lambda_m$, evaluated with the edge diffusion and attachment rates of the simulation itself. The numerical output below lists the main quantities of the example; the values quoted for descent barriers of $0.10$ and $0.05$~eV follow from the same boundary problem with $d_+$ changed.

\section*{Computed results}
\begin{verbatim}
largest error of dispersion formula in tests: 2.2e-08
scaled drive at ql=0.8, lower capture only: 0.2789
scaled drive at ql=0.8, upper capture only: -0.2789
scaled drive at ql=0.8, equal capture: 3.7e-11 (magnitude)
temperature: 400 K
terrace width l: 5 nm
deposition rate: 0.01 monolayer/s
atomic spacing: 0.256 nm
attempt frequency: 1e+12 1/s
diffusion barrier: 0.05 eV
adatom formation energy: 0.75 eV
step stiffness: 0.2 eV/nm
thermal energy kT: 0.03447 eV
area per atom: 0.05676 nm2
flux F: 0.1762 1/(nm2 s)
diffusion coefficient D: 1.536e+10 nm2/s
equilibrium adatom density: 6.258e-09 1/nm2
product D*c_eq: 96.14 1/s
capillary length Gamma: 0.3293 nm
stiffness parameter S: 1.438
step speed: 0.05 nm/s
long-wave formula: wavelength: 75.33 nm
long-wave formula: growth time: 2300 s
long-wave formula: q*l at maximum: 0.417
geometric q^4 term / stiffness q^4 term: 0.08695
full formula: q*l at maximum: 0.4172
full formula: wavelength: 75.31 nm
full formula: growth rate: 0.0004229 1/s
full formula: growth time (factor e): 2365 s
layers deposited in that time: 23.65 monolayers
layers for tenfold amplitude: 54.45 monolayers
cutoff wavelength: 52.52 nm
part x*tanh(x) of rate: 0.001646 1/s
part -1 of rate: -0.01 1/s
part 1/cosh(x) of rate: 0.009189 1/s
stiffness part of rate: -0.0004118 1/s
direct 2D solution: growth rate: 0.0004229 1/s
formation energy 0.70 eV: wavelength 155.6 nm, growth time 9877 s
formation energy 0.80 eV: wavelength 36.3 nm, growth time 598 s
extra descent barrier: 0.2 eV
attachment length, lower side: 0.256 nm
attachment length, upper side: 84.75 nm
drive factor for these lengths: 0.9388
finite barriers: wavelength: 77.83 nm
finite barriers: growth time: 2693 s
edge diffusion 0.75 eV: R = 0.189, wavelength 82.6 nm, growth time 2821 s
edge diffusion 0.65 eV: R = 3.44, wavelength 159.9 nm, growth time 10383 s
kink-barrier edge current / drive, order 2a/l: 0.1
largest relative supersaturation: 0.0229
critical island radius: 14.4 nm
desorption energy: 3 eV
diffusion length before desorption: 9.8e+17 nm
quasi-static parameter v*l/D: 1.6e-11
\end{verbatim}
